# Record film energy density is not device energy density

## The argument under review

The submission, constructed for this exercise, concerns an antiferroelectric capacitor: a 10 nm zirconia-rich hafnia–zirconia film between two 50 nm titanium nitride electrodes. Its central claim runs as follows.

> "The film recovers about 38 J/cm³ per discharge. The electrodes are metals and store practically no energy, so they do not affect the result. One cubic centimetre of such capacitors therefore delivers about 38 J, and the film with the highest energy density makes the capacitor with the highest energy density."

The first sentence can be defended. I also grant the premise about metals by treating the electrodes as ideal conductors; in a real metal the charge occupies a thin screening layer, which takes some voltage and stores some energy. The conclusion does not follow. A layer that stores nothing adds nothing to the energy, but it still adds to the volume by which the energy is divided. Below I reconstruct the film value, correct the device value, and show that the ranking of two films can reverse.

## What the film value means

Let $D$ be the charge per area on the electrode, $V$ the voltage, $t$ the film thickness and $E=V/t$ the field. For electrode area $A$, moving charge $dQ=A\,dD$ through the voltage $V=Et$ takes work

$$V\,dQ = (Et)(A\,dD) = (At)\,E\,dD .$$

Since $At$ is the film volume, the work per film volume is $\int E\,dD$. During discharge $dD$ is negative and energy leaves the capacitor, so the recoverable density is

$$w=-\int_{\text{discharge}}E\,dD .$$

The units are convenient: 1 MV/cm times 1 µC/cm² is $10^6\times10^{-6}$ V C/cm³, or 1 J/cm³.

To obtain a definite number I use a uniform Landau-type model, in which the film has one value of $D$ throughout. An antiferroelectric-like loop needs a steep upward switch at some charge $D_1$ and a return switch at a larger charge $D_2$. The simplest odd polynomial whose slope vanishes at both has

$$\frac{dE}{dD}=k(D^2-D_1^2)(D^2-D_2^2)
=k\left[D^4-(D_1^2+D_2^2)D^2+D_1^2D_2^2\right].$$

Integrating from $E(0)=0$ gives

$$E(D)=k\left[D_1^2D_2^2D-\frac{D_1^2+D_2^2}{3}D^3+\frac{D^5}{5}\right].$$

States with $dE/dD>0$ are locally stable at fixed voltage. For positive $D$ these are a low branch, $D<D_1$, and a high branch, $D>D_2$. I take $D_1=10$ µC/cm², $D_2=18$ µC/cm² and an upward switching field $E(D_1)=2.4$ MV/cm. The bracket at $D_1$ is $324000-141333+20000=202667$, so $k=2.4/202667=1.184\times10^{-5}$ in the corresponding units. The return field is then $E(D_2)=1.621$ MV/cm.

The voltage is raised slowly to a peak field of 4 MV/cm, where $D_{\max}=23.27$ µC/cm², and slowly lowered to zero. On the way down the film follows the high branch to $D_2$. That branch ends there, and the charge drops at constant field to the low-branch value $D_c=4.649$ µC/cm², defined by $E(D_c)=E(D_2)$. The film then follows the low branch to zero. With

$$G(D)=\int_0^D E\,dD'
=k\left[\frac{D_1^2D_2^2}{2}D^2-\frac{D_1^2+D_2^2}{12}D^4+\frac{D^6}{30}\right],$$

the three parts of the discharge contribute

$$w=\left[G(D_{\max})-G(D_2)\right]+E(D_2)(D_2-D_c)+G(D_c).$$

The numbers are

$$w=(43.87-31.66)+1.621(18-4.649)+3.955=37.8\ \text{J/cm}^3 .$$

Charging follows the low branch to $D_1$, jumps at 2.4 MV/cm to $D_h=21.33$ µC/cm², and continues to $D_{\max}$. The supplied density is therefore

$$w_{\rm in}=G(D_1)+E(D_1)(D_h-D_1)+G(D_{\max})-G(D_h)=48.6\ \text{J/cm}^3 .$$

The film returns to its initial state, so at fixed temperature the difference of 10.8 J/cm³ leaves as heat. The efficiency is $37.81/48.61=78\%$. The figure of 38 J/cm³ is thus a legitimate property of this model film at this peak field under voltage-controlled discharge. The protocol matters: a strictly uniform film discharged through a large resistor cannot jump, follows $E(D)$ through the region of negative slope and returns nearly $G(D_{\max})=43.87$ J/cm³. A film made of many slightly different regions switches them one after another near $E(D_2)$ and returns about 38 J/cm³ again. Its denominator is the film volume.

## The missing volume

Let $e$ be the total thickness of both electrodes and $s$ the thickness of everything else, such as a carrier or package. Assume that all layers have the same area. The recovered energy is $wAt$ and the volume is $A(t+e+s)$, so the device density is

$$u=\frac{wAt}{A(t+e+s)}=w\,\frac{t}{t+e+s}.$$

The area cancels; making the capacitor wider does not help. With $t=10$ nm, $e=100$ nm and $s=0$,

$$u=\frac{10}{110}\,w=\frac{w}{11}=\frac{37.81}{11}=3.44\ \text{J/cm}^3 .$$

The denominator is 110 nm, not 100 nm, because the film belongs to the volume too. A square device 100 µm on a side has area $10^{-4}$ cm² and film volume $10^{-10}$ cm³. It recovers 3.78 nJ whichever density is quoted. The two densities describe the same energy divided by different volumes.

For this planar capacitor $w/11$ is still an upper limit, since any $s>0$ lowers it. On a carrier 50 µm thick the total is 50,110 nm and

$$u=37.81\times\frac{10}{50110}\ \text{J/cm}^3=7.5\ \text{mJ/cm}^3 .$$

In this limit, $s\gg t+e$, the formula becomes $u\approx wt/s$. The electrodes hardly matter, and the useful figure of merit is the energy per area, $wt$. A volumetric claim must therefore say which layers it counts.

## Does stacking remove the penalty?

The authors might reply that a practical capacitor contains many films. Stacking helps, but less than that reply suggests. Let $N$ films alternate with $N+1$ electrodes, each of thickness $e/2$, and connect alternate electrodes together so that the films are in parallel. Neighbouring films then have opposite field directions, which is harmless here because $E(D)$ is odd. The film fraction is

$$f_N=\frac{Nt}{Nt+(N+1)e/2}.$$

For $N=1$ this is $t/(t+e)=1/11$. Dividing numerator and denominator by $N$ gives, for large $N$,

$$f_N=\frac{t}{t+(1+1/N)e/2}\longrightarrow\frac{t}{t+e/2}=\frac{10}{60}=\frac16 .$$

Each interior electrode now serves two films, so each film carries the cost of one electrode instead of two. Ten films already reach a fraction of 0.154. The limiting density is $37.81/6=6.30$ J/cm³, again without a carrier. The factor 1/11 is therefore specific to a single capacitor, but even the ideal stack stays a factor of six below the film value at these thicknesses.

## The better film can make the worse device

The submission's last clause, on ranking, is a separate error. If two films have the same thickness and the same surrounding layers, the volume factor is common and the ranking by $w$ survives. If the thicknesses differ, it need not.

Compare the 10 nm film with a 40 nm film of the same model material. Electrodes, area and loop $E(D)$ are held fixed. I assume that the thicker film has a lower breakdown strength and may be driven only to 3 MV/cm. Its film density is then 34.2 J/cm³, lower than 37.8 J/cm³. Its device density is

$$u=34.19\times\frac{40}{140}=9.77\ \text{J/cm}^3,$$

which is 2.8 times that of the 10 nm device. The 40 nm film would need only $3.437\times140/40=12.0$ J/cm³ to match it. The price is a peak voltage of 12 V instead of 4 V, which may rule it out for a low-voltage circuit.

The general condition follows from the logarithm of $u$ at $s=0$:

$$\ln u=\ln w+\ln t-\ln(t+e).$$

Differentiate with respect to $\ln t$, using $d/d\ln t=t\,d/dt$:

$$\frac{d\ln u}{d\ln t}=\frac{d\ln w}{d\ln t}+1-\frac{t}{t+e}
=\frac{d\ln w}{d\ln t}+\frac{e}{t+e}.$$

The second term is the gain from diluting the electrodes. At 10 nm it equals $10/11=0.909$. Thickening the film thus raises $u$ unless $w$ locally falls faster than $t^{-10/11}$.

To evaluate the first term I join the two assumed operating points, 4 MV/cm at 10 nm and 3 MV/cm at 40 nm, by a power law. The permitted field then varies as $t^{-0.2075}$, and the loop gives $d\ln w/d\ln t=-0.077$ at 10 nm. The sum is $-0.077+0.909=0.832$: a 1% increase in thickness raises the device density by about 0.83%. The film density changes so little because most of the recovered energy comes from the return switch and the branches below 3 MV/cm, which both drives include. This is partly a feature of the polynomial, whose high branch is stiff: its differential relative permittivity is about 14 at 3 MV/cm and 10 at 4 MV/cm. With a value of 30 above 3 MV/cm, that range would hold 9.3 J/cm³ instead of 3.6, the slope $d\ln w/d\ln t$ would be about $-0.20$, and the 40 nm device would lead by a factor of 2.5 instead of 2.8.

Thickening does not help without limit in every case. If $w\propto t^{-n}$ with $0<n<1$, the slope of $\ln u$ is $-n+e/(t+e)$. It is positive for thin films, decreases with $t$, and vanishes when $t+e=e/n$, so the best thickness is

$$t_*=\frac{e(1-n)}{n}.$$

For $n=1/2$ this is $t_*=e$, here 100 nm. For $n\ge1$ the slope is negative at every positive thickness and this model favours the thinnest film. In a real material the loop itself may change with thickness, so measured values of $w(t)$ must replace the assumed law.

## Why not simply thin the electrodes?

With two 5 nm electrodes, $e=10$ nm and the film fraction is one half, so $u=18.9$ J/cm³ before electrical losses. The thinner metal, however, has a higher resistance.

Let the square plates be contacted along opposite edges, and let charge leave the film uniformly over the area at total current $I$. If $x$ runs from 0 to 1 across the device, one plate carries $I(1-x)$ and the other $Ix$. With $R_s$ the resistance of one square sheet, the dissipated power is

$$P=R_sI^2\int_0^1\left[(1-x)^2+x^2\right]dx
=R_sI^2\left(\frac13+\frac13\right)=\frac23R_sI^2 .$$

The effective series resistance is $R=2R_s/3$. For a resistivity of 200 µΩ cm, a 50 nm sheet has $R_s=40$ Ω, hence $R=26.7$ Ω. Removing the charge $Q=AD_{\max}=2.33$ nC at steady current in a time $T$ dissipates

$$P\,T=\left(\frac{Q}{T}\right)^2RT=\frac{Q^2R}{T}.$$

For $T=1$ µs this is about 0.144 nJ, or 3.8% of the 3.78 nJ recoverable from the slow loop. At the same resistivity, 5 nm electrodes have ten times the resistance and lose 38%. Subtracting this loss from the slow-loop value leaves roughly $18.9\times0.62=11.7$ J/cm³, still well above the density of the original device. Thinning thus pays in this estimate at 1 µs for a 100 µm device, but the gain is smaller than the volume fraction suggests, and the loss grows as $1/T$ for faster pulses. The fractional loss also grows in proportion to the area, because $R$ does not depend on the side of a square plate while $Q^2$ grows as $A^2$. At a side of 150 µm the same estimate gives an 86% loss for the thin electrodes, and they no longer pay.

The 38% is a rough figure. The voltage across the film varies by roughly 0.2 V along such thin plates, a steady current does not reproduce the voltage-controlled loop exactly, and surface scattering would raise the resistivity of a 5 nm metal layer.

## Can the film be held at its peak field?

A density quoted at a peak field also needs a time for which that field can usefully be held. I estimate tunnelling from the electrode into the film with a 2 eV barrier $\phi$, a tunnelling mass $m^*$ of 0.3 electron masses and a fast relative permittivity $\epsilon_f=4.5$. These are rough choices, and the result is very sensitive to the barrier: at 4 MV/cm, changing it by 0.3 eV changes the current by a factor of several hundred. The times below are therefore illustrations, not predictions.

Let $\varepsilon$ be the part of an electron's energy associated with motion towards the film, measured from the Fermi level. Summing the Fermi occupation over motion parallel to the interface, with the two-dimensional density of states $m_e/\pi\hbar^2$ including spin, gives

$$\frac{m_e}{\pi\hbar^2}\int_0^\infty\frac{d\eta}{1+e^{(\varepsilon+\eta)/k_BT_a}}
=\frac{m_e}{\pi\hbar^2}k_BT_a\ln\left(1+e^{-\varepsilon/k_BT_a}\right),$$

where $T_a$ is the absolute temperature. In one dimension, velocity times density of states gives an arrival rate $d\varepsilon/2\pi\hbar$. Multiplying by the charge and the transmission $\mathcal T$,

$$J=\frac{e_0m_e}{2\pi^2\hbar^3}\int k_BT_a\ln\left(1+e^{-\varepsilon/k_BT_a}\right)\mathcal T(\varepsilon)\,d\varepsilon ,$$

with $e_0$ the elementary charge. In the WKB approximation

$$\mathcal T=\exp\left[-\frac{2}{\hbar}\int\sqrt{2m^*\left(\phi-\varepsilon-e_0Ex-\frac{e_0^2}{16\pi\epsilon_0\epsilon_fx}\right)}\,dx\right],$$

where the integral covers the region in which the root is real. Here $\mathcal T$ is assumed to depend on $\varepsilon$ alone; conserving momentum parallel to the interface, with the same mass $m^*$ in every direction in the film, would lower the current about threefold. The last term is the attraction of the electron to its image in the metal; it lowers the barrier top by 0.36 eV at 4 MV/cm.

Evaluated numerically at 300 K, this gives $J=8.1\times10^{-4}$ A/cm². Leakage turns electrical energy into heat at the rate $JE$ per unit of film volume, whether the heat is released in the film or in the electrode that receives the electrons. At held voltage that heat equals the recoverable energy after

$$\tau=\frac{w}{JE}=\frac{37.81}{(8.143\times10^{-4})(4\times10^6)}\ \text{s}=12\ \text{ms}.$$

At 358 K the time is 9 ms. At 3 MV/cm and 300 K it is about 100 s. The strong dependence is expected: without the image term, an electron at the Fermi level has a WKB exponent proportional to $\phi^{3/2}/E$, so a lower field suppresses the current exponentially. In this model, with its stiff high branch, reducing the field from 4 to 3 MV/cm costs less than 10% of $w$ and lengthens the holding time by nearly four orders of magnitude. Current through traps is omitted and would shorten these times.

These are times at held voltage, not lifetimes of the stored energy. While a disconnected capacitor remains on the high branch, its field falls as charge leaks away, and the leakage falls with it. When the field has dropped from 4 to 3 MV/cm, less than 10% of the recoverable energy of the model film has been lost (about 20% for a high-branch permittivity of 30), and the tunnelling current is already smaller by nearly four orders of magnitude.

## How close is the model to a real capacitor?

Films near 10 nm, switching fields of a few MV/cm and film densities of some tens of J/cm³ are typical of this material family, as rough figures. The model's zero-field relative permittivity of 29 is somewhat low for zirconia-rich films, for which 30 to 40 is a fair rough range. On the high branch the differential value falls to about 10 at the peak field, so the weak dependence of $w$ on peak field found here should not be carried over to a real film. A peak field of 4 MV/cm is close to breakdown for many such films and should not be read as a safe operating field. Real loops are slanted because grains switch at different fields; the sharp jumps belong to the uniform model. This changes $w$ by an amount I have not estimated, but it leaves the ratio $u/w$ untouched, because that ratio contains thicknesses alone.

The device value depends strongly on the assumption $s=0$: the 50 µm carrier lowers it from 3.44 J/cm³ to 0.0075 J/cm³. Two further effects concern operation. A 0.5 nm interface layer of relative permittivity 20 would take $D_{\max}d/(\epsilon_0\epsilon_r)=0.66$ V at peak charge, with $d$ its thickness, so the terminals would need about 4.7 V to keep 4 V across the film. In series with the film, such a layer also stores energy and narrows the loop seen at the terminals; in the uniform model the hysteresis heat falls to roughly 7 J/cm³. The field in that layer would be about 13 MV/cm, above the usual breakdown range of such oxides, so a real layer might leak strongly or fail before the film reached its peak charge. Hysteresis heat of 10.8 J/cm³, with a heat capacity of 3 J/(cm³ K), warms an isolated film by 3.6 K per cycle, or by 0.33 K if electrodes of equal heat capacity share it. Repeated cycling adds these increments unless the heat is removed. Fatigue and the temperature dependence of the loop are not included.

## Requested revision

The value of 38 J/cm³ should be labelled as recoverable energy per film volume, with its peak field. The statement about one cubic centimetre of capacitors should be replaced by 3.4 J/cm³ for film plus electrodes, with the carrier and package explicitly excluded. The claim that the film with the highest energy density makes the capacitor with the highest energy density should be withdrawn. Any ranking of devices should count the same layers in each and state their voltage, discharge time and holding time. The numerical output below lists the main values used in this comment.

## Computed results

```
Upward switching charge D1: 10 uC/cm2
Return switching charge D2: 18 uC/cm2
Upward switching field: 2.4 MV/cm
Return switching field: 1.621 MV/cm
Loop coefficient k: 1.184e-05 (MV/cm)/(uC/cm2)^5
Low-branch charge after return Dc: 4.649 uC/cm2
High-branch charge after upward jump: 21.33 uC/cm2
Zero-field relative permittivity: 29.44
Peak field: 4 MV/cm
Peak charge Dmax: 23.27 uC/cm2
G(Dmax): 43.87 J/cm3
G(D2): 31.66 J/cm3
G(Dc): 3.955 J/cm3
Supplied film energy density: 48.61 J/cm3
Recoverable film energy density w: 37.81 J/cm3
Loop efficiency: 77.77 %
Film thickness: 10 nm
Each electrode thickness: 50 nm
Film volume fraction: 0.09091
Device energy density u: 3.437 J/cm3
Device side: 100 um
Peak voltage: 4 V
Recoverable device energy: 3.781 nJ
Film fraction, 10 films sharing electrodes: 0.1538
Film fraction, many-film limit: 0.1667
Device density, many-film limit: 6.301 J/cm3
Carrier thickness: 50 um
Device density with carrier: 7.544 mJ/cm3
Thicker film: 40 nm
Film density at 3 MV/cm: 34.19 J/cm3
Thicker-film peak voltage: 12 V
Thicker-film device density: 9.769 J/cm3
Film density needed at 40 nm to equal u: 12.03 J/cm3
Assumed breakdown power of thickness: -0.2075
Log slope of w at 10 nm: -0.07722
Log slope of u at 10 nm: 0.8319
Electrode resistivity: 200 uOhm cm
Sheet resistance, 50 nm: 40 Ohm/sq
Series resistance, 50 nm electrodes: 26.67 Ohm
1 us discharge loss, 50 nm electrodes: 3.82 %
1 us discharge loss, 5 nm electrodes: 38.2 %
Device density before loss, 5 nm electrodes: 18.9 J/cm3
Tunnel barrier: 2 eV
Tunnel mass: 0.3 electron masses
Fast relative permittivity: 4.5
Image barrier lowering at 4 MV/cm: 0.3578 eV
Leakage at 4 MV/cm, 300 K: 0.0008143 A/cm2
Holding time at 4 MV/cm, 300 K: 11.61 ms
Holding time at 4 MV/cm, 358 K: 9.128 ms
Holding time at 3 MV/cm, 300 K: 100.7 s
Interface layer thickness: 0.5 nm
Interface relative permittivity: 20
Interface voltage at Dmax: 0.6571 V
Volumetric heat capacity: 3 J/(cm3 K)
Heating per cycle, film alone: 3.602 K
Heating per cycle, shared by electrodes: 0.3275 K
```
